\section*{Mass Resolving Power Needed to Separate CO+ from N2+}

\section{Question}

A deposition reactor is purged with nitrogen while its exhaust is analysed for carbon monoxide released by the precursor. In a mass spectrum, $\mathrm{CO^+}$ and $\mathrm{N_2^+}$ both appear at mass number 28. How large a mass resolving power is needed to see them as two peaks, how does the requirement scale with mass, peak shape and abundance, and how far from it is a quadrupole operated at unit resolution?

\section{Answer: the size of the mass difference}

Take singly charged ions made of the most abundant isotopes, $^{12}\mathrm{C}^{16}\mathrm{O}^+$ and $^{14}\mathrm{N}_2^+$. Masses are given in the atomic mass unit u, one twelfth of the mass of a neutral $^{12}\mathrm C$ atom. Thus $M(^{12}\mathrm C)=12$ u by definition. The other two masses are measured input data:
\begin{equation}
M(^{14}\mathrm N)=14.003074\ \mathrm u,\qquad
M(^{16}\mathrm O)=15.994915\ \mathrm u .
\end{equation}

Each ion lacks one electron, of mass $m_e$. Its mass is therefore the sum of the atomic masses minus $m_e$, apart from a chemical correction estimated below. In the difference the electron mass cancels:
\begin{align}
\delta&=m(\mathrm{N_2^+})-m(\mathrm{CO^+})\nonumber\\
&=[2M(^{14}\mathrm N)-m_e]-[M(^{12}\mathrm C)+M(^{16}\mathrm O)-m_e]\nonumber\\
&=28.006148\ \mathrm u-27.994915\ \mathrm u=0.011233\ \mathrm u .
\end{align}
The nitrogen ion is the heavier one. The mean ion mass is $m=27.99998$ u, so the relative separation is about four parts in ten thousand. Its inverse is
\begin{equation}
R_0=\frac{m}{\delta}=\frac{27.99998}{0.011233}\approx 2493 .
\end{equation}
The required resolving power is thus roughly 2500 if the peak width is set equal to the separation. What such a spectrum looks like depends on how the width is defined, which is taken up in the next section.

The difference can also be found from mass excesses, the amounts by which atomic masses exceed their mass numbers, expressed as energies. They are $2863.417$ keV for $^{14}\mathrm N$, $-4737.001$ keV for $^{16}\mathrm O$ and zero for $^{12}\mathrm C$. With 1 u equivalent to $931.4941$ MeV,
\begin{equation}
\delta=\frac{2(2863.417)+4737.001}{931494.1}\ \mathrm u=0.011233\ \mathrm u .
\end{equation}
This agreement checks the figures and the signs. It is not a new measurement of the masses.

Adding atomic masses ignores the mass equivalents of the bond energy and the ionization energy. What matters for $\delta$ is how much these differ between the two ions. A generous allowance of 30 eV corresponds to $3.2\times10^{-8}$ u, or $3\times10^{-6}$ of $\delta$. Chemistry decides which ions are present, but it has no useful influence on this mass separation.

Average atomic weights must not be used here. They give $12.011+15.999=28.010$ u for CO and $2(14.007)=28.014$ u for $\mathrm{N_2}$, hence a separation of 0.004 u and a false requirement of about 7000. The averages include heavier isotopes, whose molecules appear at other mass numbers. Averaging and the rounding of these weights to three decimals together raise the CO value by about 0.015 u and the $\mathrm{N_2}$ value by about 0.008 u, which removes 0.007 u from the true separation.

\section{What counts as separated}

Let $w$ be the full width of a peak at half its maximum, and define $R=m/w$. As a model, let both peaks be Gaussians with the same standard deviation $\sigma$. Half maximum is reached at a distance $w/2$ from the centre:
\begin{equation}
e^{-(w/2)^2/(2\sigma^2)}=\frac12
\quad\Longrightarrow\quad
w=\sigma\sqrt{8\ln2}=2.3548\,\sigma .
\end{equation}
Since $R_0=m/\delta$, every criterion can be written as
\begin{equation}
R=\frac mw=R_0\,\frac{\delta}{w}.
\label{eq:scale}
\end{equation}
The masses fix $R_0$, while the peak shape and the chosen criterion fix $\delta/w$.

\subsection{The first dip}

For equal heights, put the centres at $0$ and $\delta$. By symmetry the sum has zero slope at the midpoint. The second derivative of $e^{-u^2/(2\sigma^2)}$ is
\begin{equation}
\left(\frac{u^2}{\sigma^4}-\frac1{\sigma^2}\right)e^{-u^2/(2\sigma^2)} .
\end{equation}
At the midpoint $u=\pm\delta/2$, and both peaks contribute the same value. It is positive, so that the midpoint is a minimum, when $\delta>2\sigma$. At the threshold,
\begin{equation}
R=R_0\frac{2\sigma}{2.3548\,\sigma}=0.849\,R_0\approx2117 .
\end{equation}
This is the onset of two maxima in noise-free data. The dip has zero depth there, so a real measurement needs more.

At $w=\delta$, that is at $R=R_0$, each peak contributes one half at the midpoint and the sum is 1. At either centre the neighbour contributes $2^{-4}=1/16$, because it is twice as far away as its half-maximum point. The ratio of midpoint to centre is therefore $16/17$, or 94\%. The neighbour's tail rises towards the other peak, so the true maxima lie slightly inside the centres and are a little higher. Relative to them the valley is at 92.7\%. A resolving power of 2500 in the half-maximum convention thus gives two visible peaks with a dip of about 7\%.

\subsection{A ten per cent valley}

A stricter requirement is that the valley between equal peaks lie at 10\% of the peak height. Neglecting the neighbour at the peak tops,
\begin{equation}
2e^{-\delta^2/(8\sigma^2)}=0.1
\quad\Longrightarrow\quad
\delta=\sigma\sqrt{8\ln20}.
\end{equation}
The neglected contribution is $e^{-\delta^2/(2\sigma^2)}=20^{-4}$, about $6\times10^{-6}$ of the peak height. Equation~(\ref{eq:scale}) gives
\begin{equation}
R=R_0\sqrt{\frac{\ln20}{\ln2}}=2.079\,R_0\approx5180 .
\end{equation}
A search on simulated Gaussian spectra gives the same value, 5182.

Some instruments are specified directly by the 10\% valley: their $\Delta m$ is the separation at which equal peaks show such a valley. In that convention the requirement is $m/\delta\approx2500$, and the separation is clean. The figures 2500 and 5180 then describe the same Gaussian peaks in two conventions, so a specification has to name its definition of width.

\section{Scaling with abundance and peak tails}

\subsection{A weak peak beside a strong one}

Nitrogen used as a purge gas can give a much larger signal than CO. Let the $\mathrm{N_2^+}$ peak be $h$ times as high, with $h\geq1$. Measure distance $x$ from the strong peak towards the weak one in units of $\sigma$, and write the separation as $2D$, so that $D=\delta/(2\sigma)$. Stationary points of the sum lie between the centres, because outside them both slopes have the same sign. They satisfy
\begin{equation}
h\,x\,e^{-x^2/2}=(2D-x)\,e^{-(2D-x)^2/2}.
\end{equation}
Taking logarithms and expanding the square gives
\begin{equation}
\ln h=g(x)=\ln\frac{2D-x}{x}+2Dx-2D^2 ,
\end{equation}
with derivative
\begin{equation}
g'(x)=2D-\frac1x-\frac1{2D-x}
=2D\left[1-\frac1{x(2D-x)}\right].
\end{equation}
The product $x(2D-x)$ is at most $D^2$. For $D\leq1$ the function $g$ therefore never rises, and the spectrum has one stationary point, its single maximum. For $D>1$, $g$ has a local minimum and a local maximum at
\begin{equation}
x_\pm=D\pm\sqrt{D^2-1},\qquad x_+x_-=1,\qquad x_++x_-=2D .
\end{equation}
Since $g(2D-x)=-g(x)$, the local minimum is $g(x_-)=-g(x_+)<0$, which always lies below $\ln h\geq0$. Two peaks therefore appear when $\ln h$ falls below the local maximum $g(x_+)$, since the equation then has three solutions: two maxima and the valley between them. At $x_+$ the logarithm in $g$ is $\ln(x_-/x_+)=2\ln x_-$, and the remaining terms are $2D(x_+-D)$. The threshold is therefore
\begin{equation}
\ln h=2\ln\!\left(D-\sqrt{D^2-1}\right)+2D\sqrt{D^2-1}.
\end{equation}
For $h=1$ this returns $D=1$, the equal-height result. For $h=10$ its solution is $D=1.677$, and
\begin{equation}
R=R_0\frac{2D}{2.3548}
=2493\,\frac{2(1.677)}{2.3548}\approx3550 .
\end{equation}
Counting maxima in simulated spectra gives the same threshold. A tenfold excess of nitrogen thus raises the first-dip requirement from about 2120 to 3550. For very large $h$ the last term, which approaches $2D^2-1$, dominates the right-hand side, so $D$ grows as $\sqrt{(\ln h)/2}$ to leading order. This limit is approached slowly and from above: the full equation gives $D=2.60$ and $R\approx5490$ at $h=10^4$, and $D=3.03$ and $R\approx6420$ at $h=10^6$, where the leading form gives only $D=2.15$ and $2.63$. This slow growth belongs to Gaussian peaks, whose tails fall very fast.

\subsection{Slower tails}

To see how much the shape matters, replace the Gaussians by Lorentzians, $[1+(2x/w)^2]^{-1}$, where $x$ is again a mass difference. The 10\% valley condition for equal heights, without the neighbour at the peak tops, becomes
\begin{equation}
\frac{2}{1+(\delta/w)^2}=0.1
\quad\Longrightarrow\quad
\frac{\delta}{w}=\sqrt{19}\approx4.36 .
\end{equation}
This gives $R\approx10\,900$. At each top the neighbour adds $1/(1+4\cdot19)=1/77$, or 1.3\%, so the permitted valley is slightly higher and the requirement slightly lower. The numerical value with this overlap included is 10\,790. With the width defined at half maximum for both shapes, slow tails thus double the resolving power required for the same valley.

\section{The quadrupole at unit resolution}

Unit resolution means that neighbouring mass numbers are distinguished. Two rough widths are assumed here, 0.7 u and 1 u, both taken at half maximum. For Gaussian peaks of equal height they leave the valley between neighbouring mass numbers at 48\% and 93\% of the peak height, so 1 u is barely unit resolution. A specification of 1 u measured at 10\% of the peak height corresponds to $w=0.55$ u, $R\approx51$ and $w/\delta\approx49$, which leaves the conclusion below unchanged. At mass 28,
\begin{equation}
R=\frac{28.0}{0.7}=40
\qquad\text{or}\qquad
R=\frac{28.0}{1.0}=28 .
\end{equation}
The shortfall relative to $R_0$ is
\begin{equation}
\frac{R_0}{R}=\frac{w}{\delta}
=\frac{0.7}{0.011233}\approx62
\qquad\text{or}\qquad
\frac{1.0}{0.011233}\approx89 .
\end{equation}
For the 10\% valley with Gaussian peaks the narrower setting falls short by $5180/40\approx130$. In either setting the model spectrum of equal CO and nitrogen signals has a single maximum. These numbers concern unit-resolution operation and set no limit on quadrupoles run in other ways.

A single maximum still carries some information. For $\delta\ll\sigma$, shifting a Gaussian by $\delta$ changes it by about $\delta$ times its slope. The slope has magnitude $(|x|/\sigma^2)e^{-x^2/(2\sigma^2)}$, which is largest at $|x|=\sigma$. The largest difference between the pure CO and pure nitrogen peaks, relative to their common height, is therefore
\begin{equation}
\frac{\delta}{\sigma}e^{-1/2}
=\frac{0.011233\times2.3548}{0.7}\times0.607
\approx0.023 .
\end{equation}
A mass-scale drift of 0.1 u, assumed here for comparison, is nine times $\delta$ and changes the peak by up to 20\% of its height. Both figures belong to the Gaussian shape. A peak with a flatter top and steeper sides, $\exp[-\ln2\,(2x/w)^4]$ with the same $w$, gives 0.045 and 38\%, in a similar ratio. Using the peak position to identify the gas would require a mass scale stable to well below 0.011 u and an equally stable peak shape.

\section{Scaling with mass and charge}

Suppose the same group of atoms is attached to both species, so that two fragments differ by CO against $\mathrm{N_2}$. The separation stays at $\delta$, while the mean mass rises to $m'$. The requirement becomes $m'/\delta$ and grows linearly with mass. At $m'=280$ u it is about 25\,000. A quadrupole with fixed width $w$ has a resolving power $m'/w$ that grows in the same proportion, so its shortfall $w/\delta$ does not change.

For doubly charged ions a spectrometer records mass divided by charge number. The position and the separation are both halved, and the required ratio is unchanged apart from the negligible effect of the second missing electron. If the quadrupole keeps the same width on this scale, its shortfall doubles.

\section{What the estimate means for exhaust analysis}

Organic ligands can add $\mathrm{CH_2N^+}$ at 28.0182 u and $\mathrm{C_2H_4^+}$ at 28.0308 u. The ratio of mean mass to separation is 2227 for $\mathrm{N_2^+}$ and $\mathrm{CH_2N^+}$, and 2228 for $\mathrm{CH_2N^+}$ and $\mathrm{C_2H_4^+}$. The remaining pairs give values below 1200. Among these four ions CO and nitrogen form the closest pair. With equal heights and a common Gaussian width, an instrument that separates them also separates any other pair from this set taken alone. When the ions are present together the tails add: with $\mathrm{CH_2N^+}$ at the same height, the first dip between CO and nitrogen moves from 2117 to about 2160.

A time-of-flight instrument shows what the requirement means in practice. Ions of kinetic energy $E$ cross a field-free path $L$ in the time $t=L\sqrt{m/(2E)}$. Because $t$ is proportional to $\sqrt m$, a small mass difference gives
\begin{equation}
\delta t=\frac{t}{2}\frac{\delta}{m}=\frac{t}{2R_0}.
\end{equation}
For $L=2$ m and $E=3000$ eV, $t=13.91\ \mu$s and $\delta t=2.79$ ns. A 10\% valley with Gaussian pulses requires a full width at half maximum of 1.34 ns. Since $t$ depends on $m/E$, an energy difference of $E/R_0=3000/2493\approx1.2$ eV shifts the arrival time as much as the mass difference does. An uncompensated energy spread with that full width at half maximum would by itself make the pulses as wide as their separation, too wide for a 10\% valley even with perfect timing electronics.

In a real exhaust analyser widths of some tenths of a u up to about 1 u are ordinary settings, but the tenfold nitrogen excess is mild for a purged reactor, where the ratio can be far larger. Real peaks can also have slower tails than a Gaussian. In the equal-height example, Lorentzian tails moved the 10\% valley requirement from 5180 to 10\,790, and a large nitrogen excess makes the tails matter more: the first-dip requirement for Lorentzian peaks passes the Gaussian one near $h=5$, and reaches about 8960 against 4330 at $h=100$ and about 39\,700 against 5490 at $h=10^4$. A larger excess raises the first-dip requirement, and slower tails raise the 10\% valley requirement. For equal heights a Lorentzian shape does lower the first-dip requirement, to $R_0/\sqrt3\approx1440$, because a Lorentzian has a narrower top than a Gaussian of the same $w$. This is still far above the 28 to 40 of a quadrupole at unit resolution, so the measurement at mass 28 is not rescued. Such an instrument can look instead at fragments with different mass numbers, such as $\mathrm{C^+}$ at 12 and $\mathrm{N^+}$ at 14. This identifies the gases if other sources of these signals are excluded or subtracted: organic ligands can also supply $\mathrm{C^+}$ at 12 and $\mathrm{CH_2^+}$ at 14, and doubly charged CO also appears at 14. The values behind these estimates are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
isotopic mass 12C: 12.00000000 u
isotopic mass 14N: 14.00307400 u
isotopic mass 16O: 15.99491462 u
isotopic mass 1H: 1.00782503 u
electron mass: 0.00054858 u
neutral CO mass: 27.994915 u
neutral N2 mass: 28.006148 u
CO+ mass: 27.994366 u
N2+ mass: 28.005599 u
mean ion mass m: 27.999983 u
separation delta: 0.011233 u
mass excess 14N: 2863.417 keV
mass excess 16O: -4737.001 keV
energy equivalent of 1 u: 931.4941 MeV
delta from mass excesses: 0.011233 u
R0 = m/delta: 2492.6 (no unit)
R0 with neutral masses: 2492.6 (no unit)
chemical energy allowance: 30 eV
its mass equivalent: 3.22e-08 u
its share of delta: 2.9e-06 (no unit)
atomic weights C, N, O: 12.011, 14.007, 15.999
wrong delta from atomic weights: 0.004 u
wrong R from atomic weights: 7003 (no unit)
CH2N+ mass: 28.018175 u
C2H4+ mass: 28.030752 u
m/separation for CO+ and N2+: 2493 (no unit)
m/separation for CO+ and CH2N+: 1176 (no unit)
m/separation for CO+ and C2H4+: 770 (no unit)
m/separation for N2+ and CH2N+: 2227 (no unit)
m/separation for N2+ and C2H4+: 1114 (no unit)
m/separation for CH2N+ and C2H4+: 2228 (no unit)
FWHM/sigma of a Gaussian: 2.3548 (no unit)
R, first dip, formula: 2117 (no unit)
R, first dip, spectra: 2117 (no unit)
valley/peak height at R0: 92.7 %
R, 10% valley, formula: 5182 (no unit)
R, 10% valley, spectra: 5182 (no unit)
R, 10% valley, Lorentzian: 10790 (no unit)
N2+/CO+ height ratio: 10 (no unit)
D at onset for this ratio: 1.6770 (no unit)
R, onset for this ratio, formula: 3550 (no unit)
R, onset for this ratio, spectra: 3550 (no unit)
quadrupole FWHM, narrow and wide: 0.7, 1.0 u
quadrupole R, narrow and wide: 40.0, 28.0 (no unit)
shortfall R0/R: 62.3, 89.0 (no unit)
CO+/N2+ peak difference at 0.7 u: 2.29 % of height
slope estimate of it: 2.29 % of height
assumed mass-scale drift: 0.1 u
peak change from drift: 20.2 % of height
flight path and energy: 2 m, 3000 eV
CO+ flight time: 13.908 us
N2+ minus CO+ flight time: 2.79 ns
pulse FWHM for 10% valley: 1.34 ns
\end{verbatim}
